\section*{Energy Errors from an Omitted Switching Derivative in Silicon Collisions}

\section{Joining a collision potential to a bond potential}

A silicon ion accelerated through a plasma sheath can reach a silicon surface with several hundred electronvolts. In a close collision the two nuclei can approach to less than half a bond length, where the force is screened Coulomb repulsion. Later the same atoms may form a bond of a few electronvolts. A molecular-dynamics program needs one potential for both regimes, and one construction blends two formulas with a smooth switch.

The blended force contains the derivative of the switch. If that term is left out, the monitored sum of kinetic and potential energy changes during a collision. Whether energy is permanently lost is a separate question: for an isolated pair that meets and separates again it is not, although the collision is still wrong. Permanent errors require further conditions, derived below.

The nuclei move classically, the ion is treated as a neutral atom by the time it collides, and electronic energy loss is omitted. Energies vanish at infinite separation. A positive radial force is repulsive.

\subsection{The blended energy and its force}

For two silicon atoms at distance $r$, the universal screened repulsion (ZBL) is
\begin{equation}
Z(r)=\frac{14^2 k}{r}\,\phi(r),\qquad
\phi(r)=\sum_{i=1}^{4}c_i e^{-d_i r/a},
\end{equation}
where $k=e^2/4\pi\varepsilon_0$, $c_i=(0.18175,0.50986,0.28022,0.02817)$ and $d_i=(3.19980,0.94229,0.40290,0.20162)$. The screening length is $a=0.8854\,a_0/(2\times14^{0.23})=0.01277$ nm, with $a_0$ the Bohr radius. The product rule gives
\begin{equation}
Z'=\frac{14^2k}{r}\left(\phi'-\frac{\phi}{r}\right),\qquad
\phi'=-\sum_i\frac{c_id_i}{a}e^{-d_ir/a}.
\end{equation}

With $s(r)=e^{-\alpha(r-r_e)}$, so that $s'=-\alpha s$, the Morse energy and slope are
\begin{equation}
M=D(s^2-2s),\qquad M'=-2\alpha D(s^2-s).
\end{equation}
Rough values for the silicon dimer are $D=3.2$ eV, $r_e=0.225$ nm and $\alpha=14.5$ nm$^{-1}$.

The switch must select $Z$ at short distance and $M$ at long distance:
\begin{equation}
V=(1-F)Z+FM,\qquad F=\frac{1}{1+w},\qquad w=e^{-b(r-c)}.
\end{equation}
Since $w'=-bw$ and $1-F=w/(1+w)$,
\begin{equation}
F'=\frac{bw}{(1+w)^2}=bF(1-F).
\end{equation}
Differentiating $V$ term by term and collecting the two terms in $F'$ gives
\begin{equation}
V'=(1-F)Z'+FM'+F'(M-Z).
\label{eq:slope}
\end{equation}
The complete force is $-V'$. The faulty force blends the two forces but not their energies:
\begin{equation}
g(r)=-(1-F)Z'-FM'.
\end{equation}

Take $c=0.10$ nm and $b=100$ nm$^{-1}$. At $r=c$, $F=1/2$ and $F'=b/4=25$ nm$^{-1}$. The energies there are $Z=50.98$ eV and $M=80.87$ eV, so the omitted force is
\begin{equation}
-F'(M-Z)=-25\times29.89=-747\ \text{eV/nm}.
\end{equation}
The faulty force is $2406$ eV/nm and the complete force is $2406-747=1659$ eV/nm. The error is 45\% of the complete force.

The omitted term is attractive here, which limits the steepness of the switch. At $r=c$ the complete force stays repulsive if $(b/4)\times29.89<2406$, or $b<322$ nm$^{-1}$. This condition concerns one point; the whole wall must be inspected. For the chosen $b$, evaluating \eqref{eq:slope} every $0.0001$ nm from $0.02$ to $0.22$ nm gives a repulsive force at each point.

\subsection{The potential hidden in the faulty force}

The force $g$ is central and depends on $r$ alone. It therefore has a potential of its own,
\begin{equation}
W(r)=\int_r^\infty g(x)\,dx,\qquad W'=-g.
\end{equation}
Define the energy defect $\Delta=W-V$. Subtracting \eqref{eq:slope} from $W'=(1-F)Z'+FM'$ leaves
\begin{equation}
\Delta'=-F'(M-Z).
\end{equation}
Both potentials vanish at infinity, so integration from $r$ outward gives
\begin{equation}
\Delta(r)=\int_r^\infty F'(x)\,[M(x)-Z(x)]\,dx.
\label{eq:defect}
\end{equation}

The forces on the two atoms are equal and opposite, so their total power is $g\dot r$. Hence
\begin{equation}
\frac{d}{dt}(K+V)=g\dot r+V'\dot r=(V'-W')\dot r=-\frac{d\Delta}{dt}.
\end{equation}
If the atoms start far apart with total energy $E$,
\begin{equation}
K+V=E-\Delta(r),\qquad K+W=E.
\label{eq:record}
\end{equation}
The reported energy $K+V$ is not conserved, but its error is a function of distance. It disappears when the atoms separate.

A sharper switch does not cure the fault unless it is centred where $M=Z$. As $b\to\infty$, $F'$ becomes a unit-area spike at $c$, and for $r<c$
\begin{equation}
\Delta(r)\to M(c)-Z(c)=29.89\ \text{eV}.
\end{equation}
In this limit $V$ has a step, and the omitted force is the impulse that accounts for it.

For finite $b$, let $G=M-Z$ and $y=x-c$. If $c-r\gg1/b$, so that $r$ lies below the whole switching zone, the lower limit in \eqref{eq:defect} may be extended to $-\infty$. If $G$ also varies slowly over a width $1/b$, it may be replaced by its Taylor expansion about $c$. The term linear in $y$ vanishes because $F'$ is even about $c$. The second moment follows by one integration by parts:
\begin{equation}
\int_{-\infty}^{\infty}y^2F'\,dy
=4\int_0^\infty y(1-F)\,dy
=\frac4{b^2}\int_0^\infty\frac{t\,dt}{e^t+1}
=\frac{\pi^2}{3b^2}.
\end{equation}
The last integral is $\pi^2/12$. Thus
\begin{equation}
\Delta\simeq G(c)+\frac{\pi^2}{6b^2}G''(c).
\end{equation}
Placing the switch where $M=Z$ removes the first term but in general leaves the second, which falls as $1/b^2$; only for such a position does sharpening remove the defect. A root search puts the outermost such crossing at $0.1483$ nm. With $b$ unchanged, quadrature of \eqref{eq:defect} at $r=0.07517$ nm gives $1.68$ eV for a switch at the crossing, against $26.19$ eV for $c=0.10$ nm. The expansion gives $1.70$ eV in the first case. In the second it gives $31.9$ eV, because $r$ lies only $2.5/b$ below $c$ and the lower limit cannot be extended safely: integrating the same quadratic expansion of $G$ from $r$ outward gives $26.2$ eV. A deeper $r$ does not restore agreement, because $G$ departs from its quadratic expansion there and changes sign at $0.054$ nm; $\Delta$ never exceeds about $29.3$ eV. A small energy error can therefore result from a favourable switch position and does not show that the force is complete.

\subsection{A complete collision with the wrong trajectory}

Let a projectile of energy $E_{\rm lab}=400$ eV approach an equal mass at rest with impact parameter $p=0.03$ nm. With $m=28$ u, its speed is $v=0.0525$ nm/fs. The reduced mass is $\mu=m/2$, so the energy of relative motion is $E_c=\mu v^2/2=200$ eV.

For any central potential $U$, angular momentum conservation gives $\mu r^2\dot\varphi=\mu vp$. The rotational energy is then $\mu v^2p^2/(2r^2)=E_cp^2/r^2$, and energy conservation becomes
\begin{equation}
\dot r^2=v^2R(r),\qquad R=1-\frac{U(r)}{E_c}-\frac{p^2}{r^2}.
\end{equation}
The closest approach $r_m$ is the outermost zero of $R$. On the outgoing branch $\dot r=v\sqrt R$, so $d\varphi/dr=\dot\varphi/\dot r=p/(r^2\sqrt R)$. The inbound and outbound branches sweep equal angles, and the deflection is
\begin{equation}
\theta=\pi-2p\int_{r_m}^{\infty}\frac{dr}{r^2\sqrt{R(r)}}.
\label{eq:angle}
\end{equation}
Complete code uses $U=V$; faulty code in effect uses $U=W$.

The energy transfer follows from the relative velocity, which keeps its magnitude $v$ and turns from unit vector $\mathbf e$ to $\mathbf e'$. The centre of mass moves at $v\mathbf e/2$, so the target leaves with velocity $v(\mathbf e-\mathbf e')/2$. Its kinetic energy is
\begin{equation}
T=\frac m2\frac{v^2}{4}(2-2\cos\theta)=E_{\rm lab}\sin^2\frac\theta2.
\end{equation}

Root finding for $r_m$ and Gauss--Legendre quadrature of \eqref{eq:angle} give
\begin{center}
\begin{tabular}{lcc}
 & complete & faulty\\
$r_m$ (nm) & 0.0715 & 0.0752\\
$\theta$ (degrees) & 111.5 & 114.2\\
$T$ (eV) & 273.4 & 282.0
\end{tabular}
\end{center}
For the complete force, $400\sin^2(55.75^\circ)$ reproduces the transfer to rounding. The faulty force turns the projectile back too early and transfers about $8.6$ eV too much, 3\% of the correct transfer. Energy and momentum are nevertheless conserved between the initial and final states.

Two limits show where this error is small. For a head-on collision, $p=0$, equation \eqref{eq:angle} gives $\theta=\pi$ for either potential, and the full $400$ eV is transferred. At large $p$ the atoms pass outside the switching zone, where $\Delta$ is negligible. A test restricted to either limit can miss the wrong angle. Between the limits the error can be much larger than at $p=0.03$ nm: at $p=0.06$ nm the angles are $59.5^\circ$ and $66.7^\circ$ and the transfers $98.5$ and $121.0$ eV, an error of 23\%.

\subsection{Separating the fault from time-step error}

Velocity Verlet with step $h$ also perturbs the energy. To find the form of this error, take head-on relative motion, with position $x$, velocity $u$, potential $U$ and acceleration $A(x)=-U'/\mu$. One step is
\begin{align}
\delta&=x_1-x_0=hu_0+\tfrac12h^2A_0,\\
u_1&=u_0+\tfrac12h(A_0+A_1).
\end{align}
The mean velocity satisfies
\begin{equation}
h\frac{u_0+u_1}{2}=hu_0+\frac{h^2}{4}(A_0+A_1)
=\delta+\frac{h^2}{4}(A_1-A_0).
\end{equation}
Multiplying by $(u_1-u_0)/h=(A_0+A_1)/2$ gives the kinetic-energy change per unit mass:
\begin{equation}
\frac{u_1^2-u_0^2}{2}=\frac{A_0+A_1}{2}\delta+\frac{h^2}{8}(A_1^2-A_0^2).
\end{equation}
The potential-energy change per unit mass is $-\int A\,dx$. The trapezoidal rule with its remainder gives
\begin{equation}
\frac{U_1-U_0}{\mu}=-\frac{A_0+A_1}{2}\delta+\frac{\delta^3}{12}A''(\xi),
\end{equation}
for some $\xi$ in the step. On addition the terms linear in $\delta$ cancel. Summing over steps, with $\delta^3\simeq h^2u^2\,dx$ at leading order, the accumulated error per unit mass is
\begin{equation}
\epsilon=\frac{h^2}{8}[A^2]+\frac{h^2}{12}\int u^2A''\,dx,
\end{equation}
where brackets denote final minus initial values. Along the motion $u\,du/dx=A$, so integration by parts yields
\begin{equation}
\int u^2A''\,dx=[u^2A']-2\int AA'\,dx=[u^2A']-[A^2].
\end{equation}
Therefore
\begin{equation}
\epsilon=h^2\left(\frac{[A^2]}{24}+\frac{[u^2A']}{12}\right)+\text{higher order}.
\label{eq:verlet}
\end{equation}
At this order the integration error also vanishes after the atoms separate, because $A$ and $A'$ vanish there. What distinguishes it from the missing derivative is its dependence on $h$ during the encounter.

The $p=0.03$ nm collision was integrated for 48 fs, starting with the projectile $1.2$ nm upstream. The largest errors in $K+V$ were
\begin{center}
\begin{tabular}{lcc}
 & complete & faulty\\
$h=0.010$ fs & 0.00178 eV & 26.19 eV\\
$h=0.005$ fs & 0.00045 eV & 26.19 eV
\end{tabular}
\end{center}
Halving the step divides the complete-force error by four, the scaling of \eqref{eq:verlet}, although this trajectory is not head-on. The faulty-force error stays at $26.19$ eV, which is also the value of \eqref{eq:defect} at the faulty turning point. It is 13\% of $E_c$. After separation the faulty run has recovered its initial $K+V$ to better than $10^{-10}$ eV. Comparing energies before and after the collision would not reveal the fault.

\subsection{When the energy error becomes permanent}

\subsubsection*{Paths that begin inside the switch}

The cancellation requires equal values of $\Delta$ at both ends. For atoms released from rest at $r_i$, conservation of $K+W$ gives a final kinetic energy
\begin{equation}
K_\infty=W(r_i)=V(r_i)+\Delta(r_i).
\end{equation}
At $r_i=0.08$ nm the blended energy is $118.1$ eV, and a Verlet run with the faulty force ends with an excess of $24.0$ eV. The fragments carry $142.1$ eV, 20\% too much. Overlapping atoms in an initial configuration can produce this error.

For many atoms with purely pairwise blending, each faulty pair force is the gradient of its own $W(r_{ij})$, so $K+\sum_{i<j}W(r_{ij})$ is conserved in exact time integration. If every pair lies well beyond the switching zone at the start and at the end, the net error in the reported energy is negligible, however many collisions occur between.

\subsubsection*{Bonds that depend on a neighbour}

In a solid, the strength of a bond depends on its surroundings. A minimal model lets a neighbour at distance $q$ from the target weaken the Morse attraction:
\begin{equation}
M(r,q)=D[s^2-2B(q)s],\qquad B=1-\beta e^{-q^2/\ell^2},
\end{equation}
with $\beta=0.5$ and $\ell=0.25$ nm. These are illustrative values, not a fit to silicon. The neighbour acts through $B$ alone. With $V=(1-F)Z+FM(r,q)$, the faulty generalized forces are
\begin{equation}
f_r=-(1-F)Z'-F\partial_rM,\qquad f_q=-F\partial_qM.
\end{equation}
The component $f_q$ is correct, since $F$ does not depend on $q$. The mixed derivatives are
\begin{align}
\partial_rf_q&=-F'\partial_qM-F\partial_r\partial_qM,\\
\partial_qf_r&=-F\partial_q\partial_rM,
\end{align}
and their difference is the curl
\begin{equation}
\partial_rf_q-\partial_qf_r=-F'\partial_qM.
\end{equation}
Where this is nonzero, no potential $W(r,q)$ can generate the force.

Now traverse a rectangle $r_1\le r\le r_2$, $q_1\le q\le q_2$ counterclockwise, with $r$ horizontal. Green's theorem and the relation $M(r,q_2)-M(r,q_1)=-2Ds[B(q_2)-B(q_1)]$ give the work
\begin{equation}
\oint(f_rdr+f_qdq)=2D[B(q_2)-B(q_1)]\int_{r_1}^{r_2}F's\,dr.
\end{equation}
For $r$ from $0.07$ to $0.15$ nm and $q$ from $0.20$ to $0.30$ nm, $B$ rises from $0.736$ to $0.882$. Quadrature gives $5.39$ eV per circuit; reversing the circuit reverses the sign.

A collision can follow different paths in $(r,q)$ on approach and departure, and so enclose an area in that plane. Adding the power of the faulty forces to $dV/dt$ again leaves
\begin{equation}
\frac{d}{dt}(K+V)=F'[M(r,q)-Z]\dot r.
\end{equation}
Over one approach and one departure, the parts depending on $r$ alone cancel. The bond-order part has different values $B_{\rm in}$ and $B_{\rm out}$ at the same $r$, leaving
\begin{equation}
\delta E=-2D\int_{r_m}^{\infty}F's\,[B_{\rm out}(r)-B_{\rm in}(r)]\,dr.
\end{equation}

Place the target at the origin and the neighbour at $(-0.12,0.20)$ nm, both at rest, and repeat the collision along $+x$ at $y=0.03$ nm. The recoil drives the target away from the neighbour, so $B$ is larger on departure and $\delta E$ is negative. The faulty run loses $2.06$ eV permanently, at both $h=0.010$ and $0.005$ fs. The complete force leaves an error below $10^{-10}$ eV. The loss is 0.5\% of the projectile energy, far smaller than the temporary dip for the pair, but it does not cancel on separation.

\subsection{A force routine and its diagnosis}

The calculation for each pair is:
\begin{enumerate}
\item Evaluate $Z$, $Z'$, $M$ and $M'$ at the same $r$, including any bond-order dependence of $M$.
\item Evaluate $F=1/(1+e^{-b(r-c)})$ and $1-F=1/(1+e^{b(r-c)})$ separately, which avoids subtracting nearly equal numbers; then form $F'=bF(1-F)$.
\item Form $V$ and the complete slope \eqref{eq:slope} from these quantities.
\item Apply $-V'$ along the pair axis with opposite signs to the two atoms. If $M$ depends on $q$, also apply $-F\partial_qM$ along the neighbour axis.
\end{enumerate}

The most direct diagnosis compares the radial force with $-[V(r+\eta)-V(r-\eta)]/(2\eta)$ at several distances inside the switching zone. Taylor expansion gives this difference an error of order $\eta^2$, whereas the missing force remains as $\eta\to0$, except at a distance where $M=Z$. The second diagnosis records $K+V$ throughout an encounter and halves the time step.

\subsection{Reading the example as plasma processing}

An energy of $400$ eV is that of a singly charged ion which has crossed a sheath with a potential drop of $400$ V without collisions. For this collision, moving the switch outward by $0.005$ nm changes the complete-force angle from $111.5^\circ$ to $111.8^\circ$, and using bare ZBL gives $112.6^\circ$. Omitting the derivative gives $114.2^\circ$. At this energy and impact parameter, the incomplete blend thus gives a scattering angle further from that of the blended potential than bare ZBL does. All these angles refer to the model. The blend is not fitted to the real Si--Si repulsion, the Morse form is extrapolated far from its minimum, and density-functional (PBE) energies of the pair differ from the blend by about $10$ eV at $0.075$ and $0.10$ nm, lying above it at the first distance and below it at the second.

A real surface breaks the isolated-pair assumption. In the geometry above, the omitted direct target--neighbour energy is about $-3.2$ eV, and the blended energy at $0.17$ nm, the neighbour's distance from the undeflected projectile line, is $1.6$ eV. Electrons also take energy. The Lindhard--Scharff formula for equal atomic numbers,
\begin{equation}
S=8\pi k a_0n\,\frac{14^{7/6}}{2^{3/2}}\frac{v}{v_0},
\end{equation}
with $v_0$ the Bohr speed and a rough atomic density $n=50$ nm$^{-3}$, gives $18$ eV/nm. Over one bond length of $0.235$ nm this is about $4$ eV, or 1\% of the projectile energy and twice the permanent three-atom error. These are energy scales, not computed corrections to the angle. Thermal energy at 300 K is $0.026$ eV, and the de Broglie wavelength $2\pi\hbar/(\mu v)=0.00054$ nm is much shorter than the switching width $1/b=0.01$ nm, which supports classical trajectories as a description of the average motion. A single quantum event has no sharp angle: with $L=\mu vp$, the smallest rms spread of a wave packet is about $\sqrt{\hbar\,|d\theta/dL|}\approx3^\circ$ here, comparable to the angular error of the faulty force. The physical losses do not excuse the missing term: a loss caused by a force error has the wrong dependence on the path, and it can appear as a gain when the path is reversed.
